# Space-charge-limited current from an inner cylinder in a trap-free medium: a numerical check

```python
"""
Trap-free space-charge-limited current between coaxial cylinders.
Result under test, for injection at the inner radius a and zero field there:
    I = 2 pi eps mu V^2 / D^2,  D = sqrt(b^2-a^2) - a arccos(a/b),
where I is current per length, b the collector radius, V the voltage,
eps the permittivity and mu the mobility.  For b >> a, D tends to b.
Also used: u = r E (in volts), K = I/(2 pi eps mu), x = r/b, alpha = a/b.
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq

pi = np.pi
q = const.e


def gap_length(a, b):
    """Closed form of D."""
    return np.sqrt(b*b - a*a) - a*np.arccos(a/b)


def gap_by_quadrature(alpha):
    """D/b from the voltage integral of the field shape."""
    return quad(lambda x: np.sqrt(max(x*x - alpha*alpha, 0.0))/x,
                alpha, 1.0, epsabs=1e-14, epsrel=1e-10, limit=300)[0]


def voltage_from_ode(kb2, alpha, b=1.0, u_start=0.0, gamma=0.0, fixed=0.0):
    """Integrate Gauss's law with continuity; return the voltage.
    kb2 = K b^2 (V^2); gamma: mobility factor exp(gamma sqrt(E));
    fixed: immobile charge density times b^2/eps (V)."""
    def slope(x, y):
        u = np.sqrt(max(y[0], 0.0))
        mobility_factor = np.exp(gamma*np.sqrt(u/(x*b)))
        return [2*x*(kb2/mobility_factor + fixed*u), u/x]
    sol = solve_ivp(slope, (alpha, 1.0), [u_start**2, 0.0],
                    method="DOP853", rtol=1e-9, atol=1e-10)
    assert sol.success
    return sol.y[1, -1]


# ---------- tests of the closed formula and its limits ----------
for alpha in (0.02, 0.3, 0.9):
    direct = voltage_from_ode(400.0, alpha)
    assert abs(direct/(20.0*gap_length(alpha, 1.0)) - 1) < 1e-5

small = 1e-3
excess = gap_by_quadrature(small)**-2 - 1
second_coefficient = (excess - pi*small)/small**2
assert abs(second_coefficient - (3*pi**2/4 - 1)) < 0.05

thin = 1e-3                       # gap divided by inner radius
inner = 1/(1 + thin)
gap = 1 - inner
planar_ratio = (1/gap_by_quadrature(inner)**2)/(9*inner/(8*gap**3))
assert abs(planar_ratio - 1) < 5e-3

# ---------- worked example (SI inside the program) ----------
a, b = 20e-9, 1000e-9
eps_r, mu, V, T = 3.0, 1e-8, 20.0, 300.0
eps = eps_r*const.epsilon_0
alpha = a/b
D = gap_length(a, b)
root_K = V/D
kb2 = (root_K*b)**2
current = 2*pi*eps*mu*V**2/D**2
current_limit = 2*pi*eps*mu*V**2/b**2
field_b = root_K*np.sqrt(1 - alpha**2)
density_b = eps*root_K/np.sqrt(b*b - a*a)/q
charge = 2*pi*eps*b*field_b
transit = np.sqrt(b*b - a*a)/(mu*root_K)

# charge from continuity must agree with charge from Gauss's law
inverse_field = quad(lambda x: x/np.sqrt(x*x - alpha**2), alpha, 1.0,
                     limit=300)[0]*b/root_K
assert abs(current*inverse_field/mu/charge - 1) < 1e-5
assert abs(inverse_field/mu/transit - 1) < 1e-5

ratio_1pc = brentq(lambda s: gap_length(1/s, 1.0)**-2 - 1.01, 10, 1e4)

# injection from the outer cylinder
outer = np.arccosh(1/alpha) - np.sqrt(1 - alpha**2)
outer_quad = quad(lambda x: np.sqrt(1 - x*x)/x, alpha, 1.0, limit=300)[0]
assert abs(outer/outer_quad - 1) < 1e-7
outer_over_inner = (D/b/outer)**2


def current_factor(**changes):
    """Current at the same V, relative to the ideal model."""
    def miss(f):
        return voltage_from_ode(f*kb2, alpha, b, **changes) - V
    return brentq(miss, 0.05, 10.0, xtol=1e-8)


u_contact = 0.5
factor_contact_field = current_factor(u_start=u_contact)
assert factor_contact_field < 1
gamma_cm = 1e-3                    # (cm/V)^(1/2)
factor_mobility = current_factor(gamma=gamma_cm*0.1)
trap_density = 1e21
factor_traps = current_factor(fixed=q*trap_density*b*b/eps)
assert factor_mobility > 1 > factor_traps

# ---------- diffusion: check its first integral symbolically ----------
r, vt, m, e0 = sp.symbols("r vt m e0", positive=True)
E = sp.Function("E")(r)
rho = e0*sp.diff(r*E, r)/r
radial_flow = r*m*(rho*E - vt*sp.diff(rho, r))
u_sym = r*E
integral = u_sym**2/2 + 2*vt*u_sym - vt*r*sp.diff(u_sym, r)
assert sp.simplify(sp.expand(r*radial_flow/(e0*m)
                             - sp.diff(integral, r))) == 0


def voltage_with_diffusion(v_t, contact_density):
    """Voltage that drives the ideal model's current with diffusion.
    Integration runs inward in s = ln(r/b), the stable direction.
    The thin diffusion layer at the collector is left out."""
    def run(C):
        def slope(s, y):
            u = y[0]
            du = (u*u/2 + 2*v_t*u - kb2*np.exp(2*s)/2 - C)/v_t
            return [du, u]

        def runaway(s, y):
            return y[0] + 5.0
        runaway.terminal = True
        u_b = -v_t + np.sqrt(v_t**2 + kb2 + 2*C)
        sol = solve_ivp(slope, (0.0, np.log(alpha)), [u_b, 0.0],
                        method="LSODA", rtol=1e-8, atol=1e-9,
                        events=runaway)
        if sol.status == 1:
            return np.inf, 0.0
        assert sol.success
        end = sol.y[:, -1]
        p_a = eps*slope(np.log(alpha), end)[0]/(a*a*q)
        p_b = eps*u_b/(b*b*q)
        return p_a, -end[1] + v_t*np.log(p_a/p_b)

    unit = kb2*alpha**2/2
    dense, dilute = -5*unit, 20*unit
    assert run(dense)[0] > contact_density > run(dilute)[0]
    for _ in range(32):
        middle = (dense + dilute)/2
        if run(middle)[0] > contact_density:
            dense = middle
        else:
            dilute = middle
    p_a, voltage = run(dilute)
    assert abs(p_a/contact_density - 1) < 0.01
    return voltage


thermal = const.k*T/q
good_contact, poor_contact = 1e25, 1e23
V_good = voltage_with_diffusion(thermal, good_contact)
V_poor = voltage_with_diffusion(thermal, poor_contact)
V_cold = voltage_with_diffusion(thermal/10, good_contact)
assert abs(V_cold/V - 1) < 3e-3    # diffusion-free limit is recovered
assert abs(V_good/V - 1) < 0.03
assert V_poor > V_good

# ---------- other neglected effects ----------
background = 1e20
ohmic = 2*pi*q*background*mu*V/np.log(b/a)
conductivity_heat = 0.2
heating = current*V*np.log(b/a)/(2*pi*conductivity_heat)
breakdown = 1e8

print(f"inner radius a = {a*1e9:.0f} nm")
print(f"outer radius b = {b*1e9:.0f} nm")
print(f"relative permittivity = {eps_r:.1f}")
print(f"mobility = {mu*1e4:.1e} cm2/Vs")
print(f"voltage = {V:.1f} V")
print(f"temperature = {T:.0f} K")
print(f"effective gap length D = {D*1e9:.2f} nm")
print(f"current per length, full formula = {current*1e3:.4f} nA/um")
print(f"current per length, full formula = {current:.4e} A/m")
print(f"current per length, wide-gap limit = {current_limit*1e3:.4f} nA/um")
print(f"full / limit = {current/current_limit:.5f}")
print(f"first-order estimate 1 + pi a/b = {1 + pi*alpha:.5f}")
second = 1 + pi*alpha + (3*pi**2/4 - 1)*alpha**2
print(f"second-order estimate = {second:.5f}")
for s in (10, 100, 1000):
    print(f"full / limit at b/a = {s}: {gap_by_quadrature(1/s)**-2:.5f}")
print(f"b/a for 1 percent excess = {ratio_1pc:.1f}")
print(f"second coefficient from quadrature = {second_coefficient:.3f}")
print(f"planar-law ratio at gap/a = {thin:.3f}: {planar_ratio:.5f}")
print(f"field at collector = {field_b*1e-8:.4f} MV/cm")
print(f"hole density at collector = {density_b*1e-6:.3e} cm^-3")
print(f"current density at wire = {current/(2*pi*a)*1e-4:.4f} A/cm2")
print(f"charge per length = {charge*1e9:.4f} fC/um")
print(f"transit time = {transit*1e6:.4f} us")
print(f"outer-injection / inner-injection current = {outer_over_inner:.4f}")
print(f"test contact field = {u_contact/a*1e-8:.3f} MV/cm")
print(f"current factor with that field = {factor_contact_field:.4f}")
print(f"mobility field coefficient (rough) = {gamma_cm:.1e} (cm/V)^0.5")
print(f"current factor, field-dependent mobility = {factor_mobility:.4f}")
print(f"filled deep-trap density (rough) = {trap_density*1e-6:.1e} cm^-3")
print(f"current factor, filled traps = {factor_traps:.4f}")
print(f"thermal voltage = {thermal*1e3:.2f} mV")
print(f"good contact density (rough) = {good_contact*1e-6:.1e} cm^-3")
print(f"voltage for same current, good contact = {V_good:.3f} V")
print(f"poor contact density = {poor_contact*1e-6:.1e} cm^-3")
print(f"voltage for same current, poor contact = {V_poor:.3f} V")
print(f"same, good contact, thermal voltage / 10 = {V_cold:.3f} V")
print(f"background hole density (rough) = {background*1e-6:.1e} cm^-3")
print(f"ohmic / space-charge current = {ohmic/current:.5f}")
print(f"thermal conductivity (rough) = {conductivity_heat:.1f} W/(m K)")
print(f"upper bound on steady heating = {heating:.4f} K")
print(f"breakdown field (rough) = {breakdown*1e-8:.1f} MV/cm")
print(f"collector field / breakdown field = {field_b/breakdown:.3f}")
print("no test failed")
```

Output:

```
inner radius a = 20 nm
outer radius b = 1000 nm
relative permittivity = 3.0
mobility = 1.0e-04 cm2/Vs
voltage = 20.0 V
temperature = 300 K
effective gap length D = 968.78 nm
current per length, full formula = 0.7113 nA/um
current per length, full formula = 7.1130e-04 A/m
current per length, wide-gap limit = 0.6676 nA/um
full / limit = 1.06548
first-order estimate 1 + pi a/b = 1.06283
second-order estimate = 1.06539
full / limit at b/a = 10: 1.39087
full / limit at b/a = 100: 1.03207
full / limit at b/a = 1000: 1.00315
b/a for 1 percent excess = 316.2
second coefficient from quadrature = 6.413
planar-law ratio at gap/a = 0.001: 1.00090
field at collector = 0.2064 MV/cm
hole density at collector = 3.423e+15 cm^-3
current density at wire = 0.5660 A/cm2
charge per length = 3.4448 fC/um
transit time = 4.8430 us
outer-injection / inner-injection current = 0.0722
test contact field = 0.250 MV/cm
current factor with that field = 0.9676
mobility field coefficient (rough) = 1.0e-03 (cm/V)^0.5
current factor, field-dependent mobility = 1.5664
filled deep-trap density (rough) = 1.0e+15 cm^-3
current factor, filled traps = 0.9008
thermal voltage = 25.85 mV
good contact density (rough) = 1.0e+19 cm^-3
voltage for same current, good contact = 19.824 V
poor contact density = 1.0e+17 cm^-3
voltage for same current, poor contact = 20.597 V
same, good contact, thermal voltage / 10 = 19.959 V
background hole density (rough) = 1.0e+14 cm^-3
ohmic / space-charge current = 0.00724
thermal conductivity (rough) = 0.2 W/(m K)
upper bound on steady heating = 0.0443 K
breakdown field (rough) = 1.0 MV/cm
collector field / breakdown field = 0.206
no test failed
```
